# QCISD from cancelling unlinked terms, and how it differs from CCSD: test program

The molecular numbers use the small basis STO-3G, so they illustrate the point and are not converged values.

```python
# QCISD from CISD, and the CCSD terms it omits. Rydberg units. |0> = canonical HF determinant,
# H = Hamiltonian minus reference energy, T1/T2 = single/double excitation operators,
# S/D = projections on singles/doubles, E = <0|H T2|0>. Result under test:
#   <S|H(T1+T2+T1T2)|0> = E t_S ,  <D|H(1+T1+T2+T2^2/2)|0> = E t_D
# equal their connected forms, are additive, exact for 2 electrons, and match CCSD to 4th order.
# Key (m,n) labels the ket T1^m T2^n/(m! n!)|0>. Road 1: matrices over all determinants.
# Road 2: spin-orbital tensor formulas. Example: LiH/STO-3G.
import itertools
import numpy as np
from scipy.constants import physical_constants
from pyscf import gto, scf, fci
from pyscf.cc import rccsd
scf.hf.MUTE_CHKFILE = True
RY_EV = physical_constants['Rydberg constant times hc in eV'][0]
rng = np.random.default_rng(1)

def flip(d, p):
    return d ^ (1 << p), (-1 if (d & ((1 << p) - 1)).bit_count() & 1 else 1)

class Space:
    def __init__(s, n, nocc):
        N, o = 2 * n, 2 * nocc
        s.N, s.o = N, o
        s.occ = [c for c in itertools.combinations(range(N), o) if sum(p % 2 for p in c) == nocc]
        dets = [sum(1 << p for p in c) for c in s.occ]
        pos = {d: k for k, d in enumerate(dets)}
        s.nd = len(dets)
        s.level = np.array([(d >> o).bit_count() for d in dets])
        one, two = [], []
        for col, (d, c) in enumerate(zip(dets, s.occ)):
            for r in c:
                d1, a = flip(d, r)
                for p in range(r % 2, N, 2):
                    if not d1 >> p & 1:
                        d2, b = flip(d1, p)
                        one.append((pos[d2], col, a * b, p, r))
                for u in c:
                    if u > r:
                        d2, b = flip(d1, u)
                        free = [p for p in range(N) if not d2 >> p & 1]
                        for p, q in itertools.combinations(free, 2):
                            if p % 2 + q % 2 == r % 2 + u % 2:
                                d3, x = flip(d2, q)
                                d4, y = flip(d3, p)
                                two.append((pos[d4], col, a * b * x * y, p, q, r, u))
        e1 = [x for x in one if x[3] >= o > x[4]]
        e2 = [x for x in two if x[3] >= o > x[6]]
        r1 = [x for x in e1 if x[1] == 0]
        r2 = [x for x in e2 if x[1] == 0]
        s.nS = len(r1)
        s.lab = [x[3:] for x in r1 + r2]          # (a,i) or (a,b,i,j)
        s.idx = np.array([x[0] for x in r1 + r2])
        s.sgn = np.array([x[2] for x in r1 + r2], float)
        mu = {l: k for k, l in enumerate(s.lab)}
        s.e = [np.array([x[:3] + (mu[x[3:]],) for x in e]).T for e in (e1, e2)]
        s.one, s.two = np.array(one).T, np.array(two).T
    def mats(s, t):
        out = []
        for r, c, sg, m in s.e:
            T = np.zeros((s.nd, s.nd)); T[r, c] = sg * t[m]; out.append(T)
        return out
    def proj(s, v):
        return (s.sgn * v[s.idx].T).T
    def join(s, vs, vd):
        return np.concatenate([s.proj(vs)[:s.nS], s.proj(vd)[s.nS:]])
    def tensors(s, t):
        o, v = s.o, s.N - s.o
        t1, t2 = np.zeros((o, v)), np.zeros((o, o, v, v))
        for x, l in zip(t, s.lab):
            if len(l) == 2:
                t1[l[1], l[0] - o] = x
            else:
                a, b, i, j = l[0] - o, l[1] - o, l[2], l[3]
                t2[i, j, a, b] = t2[j, i, b, a] = x
                t2[j, i, a, b] = t2[i, j, b, a] = -x
        return t1, t2
    def packS(s, x):
        return np.array([x[l[1], l[0] - s.o] for l in s.lab[:s.nS]])
    def packD(s, x):
        return np.array([x[l[2], l[3], l[0] - s.o, l[1] - s.o] for l in s.lab[s.nS:]])

spaces = {}
class System:
    def __init__(s, h, g, nocc):
        n = len(h)
        if (n, nocc) not in spaces:
            spaces[n, nocc] = Space(n, nocc)
        sp = s.sp = spaces[n, nocc]
        a = np.arange(2 * n) // 2
        same = (np.arange(2 * n)[:, None] % 2 == np.arange(2 * n) % 2) * 1.0
        hs = h[np.ix_(a, a)] * same
        ph = (g[np.ix_(a, a, a, a)] * same[:, :, None, None] * same[None, None]).transpose(0, 2, 1, 3)
        s.g = ph - ph.transpose(0, 1, 3, 2)
        s.f = hs + np.einsum('pkqk->pq', s.g[:, :sp.o, :, :sp.o])
        H = np.zeros((sp.nd, sp.nd))
        r, c, sg, p, q = sp.one
        np.add.at(H, (r, c), sg * hs[p, q])
        r, c, sg, p, q, u, w = sp.two
        np.add.at(H, (r, c), sg * s.g[p, q, u, w])
        s.Eref = H[0, 0]
        s.H = H - s.Eref * np.eye(sp.nd)
        eps = np.diag(s.f)
        s.Dd = np.array([eps[list(c)].sum() for c in sp.occ]) - eps[:sp.o].sum()
        w, v = np.linalg.eigh(s.H)
        s.Efci, s.cfci = w[0], sp.proj(v[:, 0]) / v[0, 0]
        sd = np.concatenate([[0], sp.idx])
        w, v = np.linalg.eigh(s.H[np.ix_(sd, sd)])
        s.Eci, s.cci = w[0], sp.sgn * v[1:, 0] / v[0, 0]
    def HK(s, t):
        T1, T2 = s.sp.mats(t)
        ref = np.zeros(s.sp.nd); ref[0] = 1
        K = kets(T1.dot, T2.dot, ref)
        return {k: s.H @ v for k, v in K.items()}, T1.dot, T2.dot, K

def kets(a1, a2, ref):
    K = {(0, 0): ref}
    for m in range(1, 5):
        K[m, 0] = a1(K[m - 1, 0]) / m
    K[0, 1] = a2(ref); K[1, 1] = a1(K[0, 1]); K[2, 1] = a1(K[1, 1]) / 2; K[0, 2] = a2(K[0, 1]) / 2
    return K

def connected(HK, a1, a2):
    # coefficient of x^m y^n in exp(-xT1-yT2) H exp(xT1+yT2)|0>, valid up to doubles
    C = {}
    for (m, n), v in HK.items():
        if m >= 1: v = v - a1(HK[m - 1, n])
        if m >= 2: v = v + a1(a1(HK[m - 2, n])) / 2
        if n >= 1: v = v - a2(HK[m, n - 1])
        C[m, n] = v
    return C

def assemble(C, sets, sp):
    return sum(C[k][0] for k in sets[0]), sp.join(sum(C[k] for k in sets[1]), sum(C[k] for k in sets[2]))

def solve(fun, t0):
    t = t0.copy()
    for outer in range(10):
        E, r = fun(t)
        Ji = np.linalg.inv(np.array([(fun(t + 1e-6 * u)[1] - r) / 1e-6 for u in np.eye(len(t))]).T)
        for inner in range(12):
            t = t - Ji @ r
            E, r = fun(t)
            if abs(r).max() < 1e-11:
                return E, t
    raise RuntimeError('no convergence')

LIN = [(0, 0), (1, 0), (0, 1)]
def unlinked(s, addS, addD, shift=1.0, t0=None):
    def fun(t):
        HK = s.HK(t)[0]
        lin = sum(HK[k] for k in LIN)
        vs = lin + sum(c * HK[k] for k, c in addS.items())
        vd = lin + sum(c * HK[k] for k, c in addD.items())
        return lin[0], s.sp.join(vs, vd) - shift * lin[0] * t
    return solve(fun, s.cci if t0 is None else t0)

def linked(s, sets, t0):
    def fun(t):
        HK, a1, a2, _ = s.HK(t)
        return assemble(connected(HK, a1, a2), sets, s.sp)
    return solve(fun, t0)

def series(s, sets, N=10):
    sp, V = s.sp, s.H - np.diag(s.Dd)
    t = np.zeros((len(sp.idx), N + 1)); ref = np.zeros((sp.nd, N + 1)); ref[0, 0] = 1
    for it in range(N):
        M = {k: sp.mats(t[:, k]) for k in range(1, it + 1)}
        def make(w):
            def ap(v):
                out = np.zeros_like(v)
                for k in M: out[:, k:] += M[k][w] @ v[:, :N + 1 - k]
                return out
            return ap
        a1, a2 = make(0), make(1)
        HK = {}
        for k, v in kets(a1, a2, ref).items():
            HK[k] = s.Dd[:, None] * v; HK[k][:, 1:] += V @ v[:, :-1]
        E, r = assemble(connected(HK, a1, a2), sets, sp)
        t = t - r / s.Dd[sp.idx][:, None]
        t[:, it + 2:] = 0
    return E, t

def tensor_terms(s, t):
    t1, t2 = s.sp.tensors(t)
    o, v, g, f = slice(0, s.sp.o), slice(s.sp.o, None), s.g, s.f
    e = lambda x, *a: np.einsum(x, *a, optimize=True)
    Pi = lambda x: x - x.transpose(1, 0, 2, 3)
    Pa = lambda x: x - x.transpose(0, 1, 3, 2)
    G, ovvo, ovvv, oovo, oooo, vvvv = g[o, o, v, v], g[o, v, v, o], g[o, v, v, v], g[o, o, v, o], g[o, o, o, o], g[v, v, v, v]
    En = {(0, 1): .25 * e('ijab,ijab->', G, t2), (2, 0): .5 * e('ijab,ia,jb->', G, t1, t1)}
    S = {(1, 0): e('ac,ic->ia', f[v, v], t1) - e('ki,ka->ia', f[o, o], t1) + e('kaci,kc->ia', ovvo, t1),
         (0, 1): .5 * e('kacd,kicd->ia', ovvv, t2) - .5 * e('klci,klca->ia', oovo, t2),
         (1, 1): e('klcd,kc,lida->ia', G, t1, t2) - .5 * e('klcd,kicd,la->ia', G, t2, t1)
                 - .5 * e('klcd,klca,id->ia', G, t2, t1),
         (2, 0): -e('klci,kc,la->ia', oovo, t1, t1) + e('kacd,kc,id->ia', ovvv, t1, t1),
         (3, 0): -e('klcd,kc,id,la->ia', G, t1, t1, t1)}
    D = {(0, 0): e('abij->ijab', g[v, v, o, o]),
         (1, 0): Pi(e('abcj,ic->ijab', g[v, v, v, o], t1)) - Pa(e('kbij,ka->ijab', g[o, v, o, o], t1)),
         (0, 1): Pa(e('bc,ijac->ijab', f[v, v], t2)) - Pi(e('kj,ikab->ijab', f[o, o], t2))
                 + .5 * e('klij,klab->ijab', oooo, t2) + .5 * e('abcd,ijcd->ijab', vvvv, t2)
                 + Pi(Pa(e('kbcj,ikac->ijab', ovvo, t2))),
         (0, 2): .25 * e('klcd,ijcd,klab->ijab', G, t2, t2) + .5 * Pi(Pa(e('klcd,ikac,jlbd->ijab', G, t2, t2)))
                 - .5 * Pa(e('klcd,ijac,klbd->ijab', G, t2, t2)) - .5 * Pi(e('klcd,ikab,jlcd->ijab', G, t2, t2)),
         (2, 0): e('abcd,ic,jd->ijab', vvvv, t1, t1) + e('klij,ka,lb->ijab', oooo, t1, t1)
                 - Pi(Pa(e('kbcj,ka,ic->ijab', ovvo, t1, t1))),
         (3, 0): -Pa(e('kbcd,ka,ic,jd->ijab', ovvv, t1, t1, t1)) + Pi(e('klcj,ka,lb,ic->ijab', oovo, t1, t1, t1)),
         (4, 0): e('klcd,ka,lb,ic,jd->ijab', G, t1, t1, t1, t1),
         (1, 1): Pa(e('bkcd,kd,ijac->ijab', g[v, o, v, v], t1, t2)) - Pi(e('kljc,lc,ikab->ijab', g[o, o, o, v], t1, t2))
                 + .5 * Pi(e('klcj,ic,klab->ijab', oovo, t1, t2)) - .5 * Pa(e('kbcd,ka,ijcd->ijab', ovvv, t1, t2))
                 + Pi(Pa(e('kbcd,jd,ikac->ijab', ovvv, t1, t2) - e('klcj,lb,ikac->ijab', oovo, t1, t2))),
         (2, 1): -Pa(e('lkcd,lb,kd,ijac->ijab', G, t1, t1, t2)) - Pi(e('kldc,jd,lc,ikab->ijab', G, t1, t1, t2))
                 + .5 * e('klcd,ic,jd,klab->ijab', G, t1, t1, t2) + .5 * e('klcd,ka,lb,ijcd->ijab', G, t1, t1, t2)
                 - Pi(Pa(e('klcd,lb,jd,ikac->ijab', G, t1, t1, t2)))}
    disc = {k: s.sp.packD(Pi(Pa(e('ia,jb->ijab', t1, S[k])))) for k in [(1, 0), (0, 1)]}
    return En, {k: s.sp.packS(x) for k, x in S.items()}, {k: s.sp.packD(x) for k, x in D.items()}, disc

def lih(R):
    mol = gto.M(atom=f'Li 0 0 0; H 0 0 {R}', unit='Bohr', basis='sto-3g', verbose=0)
    mf = scf.RHF(mol); mf.chkfile = None; mf.conv_tol = 1e-12; mf.max_cycle = 200; mf.kernel()
    assert mf.converged
    C = mf.mo_coeff
    h = 2 * C.T @ mf.get_hcore() @ C
    g = 2 * np.einsum('pqrs,pi,qj,rk,sl->ijkl', mol.intor('int2e'), C, C, C, C, optimize=True)
    f = h + 2 * np.einsum('pqkk->pq', g[:, :, :2, :2]) - np.einsum('pkkq->pq', g[:, :2, :2, :])
    off = f - np.diag(np.diag(f))
    assert abs(off).max() < 1e-6
    h = h - off            # removes the SCF convergence residue so that Brillouin holds to rounding
    pi = mol.search_ao_label(['Li 2px', 'Li 2py'])
    sigma = [k for k in range(6) if (C[pi, k] ** 2).sum() < 1e-8]
    mycc = rccsd.RCCSD(mf); mycc.conv_tol = 1e-11; mycc.conv_tol_normt = 1e-8; mycc.max_cycle = 300; mycc.kernel()
    return h, g, sigma, 2 * mf.e_tot, 2 * mol.energy_nuc(), 2 * mycc.e_corr

def sub(h, g, core, act):
    he = h + sum(2 * g[:, :, c, c] - g[:, c, c, :] for c in core)
    return he[np.ix_(act, act)], g[np.ix_(act, act, act, act)]

def rotate(h, g, i, a, th):
    U = np.eye(len(h)); U[i, i] = U[a, a] = np.cos(th); U[i, a] = np.sin(th); U[a, i] = -np.sin(th)
    return U.T @ h @ U, np.einsum('pqrs,pi,qj,rk,sl->ijkl', g, U, U, U, U, optimize=True)

def pair(A, B, ia, ib):
    n = len(ia) + len(ib); h, g = np.zeros((n, n)), np.zeros((n,) * 4)
    for (hh, gg), ix in ((A, ia), (B, ib)):
        h[np.ix_(ix, ix)] = hh; g[np.ix_(ix, ix, ix, ix)] = gg
    return h, g

QS, QD = {(1, 1): 1.0}, {(0, 2): 1.0}
QCI = ([(1, 0), (0, 1)], LIN + [(1, 1)], LIN + [(0, 2)])
OMIT = [(0, (2, 0), 'energy  T1^2/2', 5), (1, (2, 0), 'singles T1^2/2', 7), (1, (3, 0), 'singles T1^3/6', 9),
        (2, (2, 0), 'doubles T1^2/2', 6), (2, (1, 1), 'doubles T1T2', 5), (2, (3, 0), 'doubles T1^3/6', 8),
        (2, (2, 1), 'doubles T1^2T2/2', 7), (2, (4, 0), 'doubles T1^4/24', 10)]
CC = tuple(QCI[w] + [k for ww, k, _, _ in OMIT if ww == w] for w in range(3))
without = lambda w, k: tuple([x for x in CC[j] if (j, x) != (w, k)] for j in range(3))
CS = {(1, 1): 1.0, (3, 0): -2.0}                          # C1C2 - C1^3/3
CD = {(0, 2): 1.0, (1, 1): 1.0, (3, 0): -2.0, (4, 0): -2.0}   # plus C2^2/2 - C1^4/12
COMIT = [(1, (3, 0), 'singles -C1^3/3'), (2, (1, 1), 'doubles C1C2'), (2, (3, 0), 'doubles -C1^3/3'), (2, (4, 0), 'doubles -C1^4/12')]

print(f'1 Ry = {RY_EV:.6f} eV; LiH RHF/STO-3G, all energies in Ry unless marked')
data, shiftT, shiftC = {}, {}, {}
for R in (3.0, 5.0):
    h, g, sigma, Ehf, Enuc, Ecc_ref = data[R] = lih(R)
    s = System(h, g, 2); sp = s.sp; nS = sp.nS
    assert abs(s.Eref + Enuc - Ehf) < 1e-7
    assert abs(fci.direct_spin1.kernel(h, g, 6, (2, 2))[0] - s.Eref - s.Efci) < 1e-8
    t = 0.1 * rng.standard_normal(len(sp.idx))
    En, S, D, disc = tensor_terms(s, t)
    HK, a1, a2, _ = s.HK(t); C = connected(HK, a1, a2)
    ok = lambda x, y: abs(x - y).max() < 1e-11
    for k in C:
        assert abs(C[k][0] - En.get(k, 0)) < 1e-11
        assert ok(sp.proj(C[k])[:nS], S.get(k, 0)) and ok(sp.proj(C[k])[nS:], D[k])
    raw = {k: sp.proj(v) for k, v in HK.items()}
    for k in LIN:
        assert ok(raw[k][:nS], S.get(k, 0)) and ok(raw[k][nS:], D[k])
    assert ok(raw[1, 1][:nS], S[1, 1] + En[0, 1] * t[:nS]) and ok(raw[0, 2][nS:], D[0, 2] + En[0, 1] * t[nS:])
    assert ok(raw[2, 0][:nS], S[2, 0]) and ok(raw[0, 2][:nS], 0)
    assert ok(raw[2, 0][nS:], D[2, 0] + disc[1, 0]) and ok(raw[1, 1][nS:], D[1, 1] + disc[0, 1])
    assert min(abs(disc[k]).max() for k in disc) > 1e-4 and abs(En[0, 1]) > 1e-5
    Eci = unlinked(s, {}, {})[0]; assert abs(Eci - s.Eci) < 1e-9
    Ecepa = unlinked(s, {}, {}, shift=0.0)[0]
    Eq, tq = unlinked(s, QS, QD)
    Eq2, tq2 = linked(s, QCI, s.cci)
    assert abs(Eq - Eq2) < 1e-9 and abs(tq - tq2).max() < 1e-8
    Ecc, tc = linked(s, CC, s.cci); assert abs(Ecc - Ecc_ref) < 1e-7
    Ecf, cc_ = unlinked(s, CS, CD)
    K = s.HK(tc)[3]
    assert abs(Ecf - Ecc) < 1e-9 and abs(cc_ - sp.proj(K[1, 0] + K[0, 1] + K[2, 0])).max() < 1e-8
    assert abs(Eq - Ecc) > 1e-9
    shiftT[R] = [linked(s, without(w, k), tc)[0] - Ecc for w, k, _, _ in OMIT]
    shiftC[R] = [unlinked(s, {x: c for x, c in CS.items() if (1, x) != (w, k)},
                          {x: c for x, c in CD.items() if (2, x) != (w, k)}, t0=cc_)[0] - Ecc for w, k, _ in COMIT]
    assert max(map(abs, shiftC[R])) < max(map(abs, shiftT[R]))
    print(f'R = {R:.1f} bohr: E_HF = {Ehf:.8f} Ry, determinants {sp.nd}, singles {nS}, doubles {len(t) - nS}')
    print(f'  Ecorr/Ry CISD {Eci:.8f}  CEPA(0) {Ecepa:.8f}  QCISD {Eq:.8f}')
    print(f'  Ecorr/Ry CCSD {Ecc:.8f}  FCI {s.Efci:.8f}')
    print(f'  QCISD Ecorr = {Eq * RY_EV:.5f} eV; QCISD-CCSD = {Eq - Ecc:.3e} Ry = {(Eq - Ecc) * RY_EV:.3e} eV')
    print(f'  minus FCI/Ry: CISD {Eci - s.Efci:.3e} CEPA(0) {Ecepa - s.Efci:.3e} QCISD {Eq - s.Efci:.3e} CCSD {Ecc - s.Efci:.3e}')
    _, S, D, _ = tensor_terms(s, tq); HK = s.HK(tq)[0]
    m1, m2 = abs(tq[:nS]).argmax(), abs(tq[nS:]).argmax()
    print(f'  largest t1 {tq[m1]:.5f}: whole {sp.proj(HK[1, 1])[m1]:.3e} = Et {Eq * tq[m1]:.3e} + conn {S[1, 1][m1]:.3e} Ry')
    print(f'  largest t2 {tq[nS + m2]:.5f}: whole {sp.proj(HK[0, 2])[nS + m2]:.3e} = Et {Eq * tq[nS + m2]:.3e} + conn {D[0, 2][m2]:.3e} Ry')
    print(f'  largest doubles amplitude: QCISD {tq[nS + m2]:.5f}  CCSD t2 {tc[nS + m2]:.5f}  CCSD c2 {cc_[nS + m2]:.5f}')

# perturbation orders at R = 5 bohr (s, sp, nS are those of the last geometry)
V = s.H - np.diag(s.Dd)
Ec, tser = series(s, CC); Eqs = series(s, QCI)[0]
psi = [np.eye(sp.nd)[0]]; Ex = [0.0]; Rs = np.concatenate([[0], 1 / s.Dd[1:]])
for n in range(1, 6):
    Ex.append((V @ psi[-1])[0])
    psi.append(-Rs * (V @ psi[-1] - sum(Ex[k] * psi[n - k] for k in range(1, n + 1))))
tri = sp.level == 3
E4T = -((V @ psi[1])[tri] ** 2 / s.Dd[tri]).sum()
assert abs(Eqs[:5] - Ec[:5]).max() < 1e-13 and abs(Eqs[5] - Ec[5]) > 1e-10
assert abs(Eqs[2] - Ex[2]) < 1e-12 and abs(Eqs[3] - Ex[3]) < 1e-12 and abs(Eqs[4] + E4T - Ex[4]) < 1e-12
T1s, T2s = sp.mats(tser[:, 2])[0], sp.mats(tser[:, 1])[1]
d5 = tser[nS:, 1] @ sp.proj(V @ T1s @ T2s[:, 0])[nS:]
tm = np.concatenate([tser[:nS, 2], tser[nS:, 1]])
En5, _, D5, disc5 = tensor_terms(s, tm)
assert abs(d5 - (Ec[5] - Eqs[5])) < 1e-13 and abs(tm[nS:] @ disc5[0, 1] - En5[2, 0]) < 1e-13
print('Series at R = 5 bohr (Ry): order, QCISD, CCSD, exact')
for n in range(2, 6):
    print(f'  {n}  {Eqs[n]:.9f}  {Ec[n]:.9f}  {Ex[n]:.9f}')
print(f'  E4 triples {E4T:.3e} Ry; E5(CCSD)-E5(QCISD) {d5:.3e} Ry')
print(f'  its connected part {tm[nS:] @ D5[1, 1]:.3e} Ry, disconnected part {En5[2, 0]:.3e} Ry')
print('E(CCSD without term)-E(CCSD)/Ry: order, coefficient(R=5), shift R=3, shift R=5')
for j, (w, k, name, order) in enumerate(OMIT):
    d = series(s, without(w, k))[0] - Ec
    first = int(np.argmax(abs(d) > 1e-14))
    assert first == order
    print(f'  {name:17s} {first:2d}  {d[first]:.3e}  {shiftT[3.0][j]:.3e}  {shiftT[5.0][j]:.3e}')
print(f'  sum of the eight shifts: R=3 {sum(shiftT[3.0]):.3e} Ry, R=5 {sum(shiftT[5.0]):.3e} Ry')
print('CI reading, E(without term)-E(CCSD)/Ry: shift R=3, shift R=5')
for j, (_, _, name) in enumerate(COMIT):
    print(f'  {name:17s} {shiftC[3.0][j]:.3e}  {shiftC[5.0][j]:.3e}')

# two electrons: frozen Li 1s core, R = 5 bohr
h5, g5, sig5 = data[5.0][:3]; h3, g3, sig3 = data[3.0][:3]
s2 = System(*sub(h5, g5, [0], [1, 2, 3, 4, 5]), 1); n2 = s2.sp.nS
t = 0.1 * rng.standard_normal(len(s2.sp.idx)); En, S, D, _ = tensor_terms(s2, t)
assert abs(S[1, 1] + En[0, 1] * t[:n2]).max() < 1e-12 and abs(D[0, 2] + En[0, 1] * t[n2:]).max() < 1e-12
Eq, tq = linked(s2, QCI, 0.9 * s2.cci)
assert abs(Eq - s2.Efci) < 1e-9 and abs(tq - s2.cfci).max() < 1e-8
e0 = unlinked(s2, {}, {}, shift=0.0)[0] - s2.Efci
eS = unlinked(s2, {**QS, (2, 0): 1.0}, QD)[0] - s2.Efci
eD = unlinked(s2, QS, {**QD, (2, 0): 1.0})[0] - s2.Efci
assert min(abs(e0), abs(eS), abs(eD)) > 1e-7
print(f'Two electrons, R = 5 bohr: FCI {s2.Efci:.8f} Ry, QCISD {Eq:.8f} Ry')
print(f'  error/Ry: CEPA(0) {e0:.3e}, +T1^2/2 singles {eS:.3e}, +T1^2/2 doubles {eD:.3e}')

# noninteracting pair: A = 4 electrons in 4 sigma orbitals (R=3), B = 2 electrons in 2sigma,3sigma (R=5)
assert len(sig3) == 4 and sig3[:2] == [0, 1] and sig5[:2] == [0, 1]
A, B, ia, ib = sub(h3, g3, [], sig3), sub(h5, g5, [0], sig5[1:3]), [0, 1, 3, 4], [2, 5]
trio = lambda A, B: (System(*A, 2), System(*B, 1), System(*pair(A, B, ia, ib), 3))
def defect(tr, aS, aD, shift=1.0):
    r = [unlinked(x, aS, aD, shift) for x in tr]
    return r[2][0] - r[0][0] - r[1][0], r
tr = trio(A, B)
dq, r = defect(tr, QS, QD)
cross = np.array([len({p // 2 in ia for p in l}) == 2 for l in tr[2].sp.lab])
xq, xf = abs(r[2][1][cross]).max(), abs(tr[2].cfci[cross]).max()
assert abs(dq) < 1e-10 and xq < 1e-9 and xf > 1e-6
d0 = defect(tr, {}, {}, 0.0)[0]; assert abs(d0) < 1e-10
dci = tr[2].Eci - tr[0].Eci - tr[1].Eci
dS, dD = defect(tr, {(1, 1): 0.5}, QD)[0], defect(tr, QS, {(0, 2): 0.5})[0]
angle = 0.1
dB = defect(trio(rotate(*A, 1, 2, angle), rotate(*B, 0, 1, angle)), QS, QD)[0]
assert min(abs(dci), abs(dS), abs(dD), abs(dB)) > 1e-8
print(f'Pair: QCISD Ecorr/Ry A {r[0][0]:.8f}  B {r[1][0]:.8f}  AB {r[2][0]:.8f}')
print(f'  QCISD-FCI for A {r[0][0] - tr[0].Efci:.3e} Ry; determinants of AB {tr[2].sp.nd}')
print(f'  E(AB)-E(A)-E(B)/Ry: QCISD {dq:.1e}  CEPA(0) {d0:.1e}  CISD {dci:.3e}')
print(f'  same, halved T1T2 {dS:.3e} Ry, halved T2^2/2 {dD:.3e} Ry')
print(f'  same, orbitals rotated by {angle} rad off HF {dB:.3e} Ry')
print(f'  largest cross amplitude: QCISD {xq:.1e}, FCI {xf:.3e}')
print('all assertions hold')
```

Running it gives:

```
1 Ry = 13.605693 eV; LiH RHF/STO-3G, all energies in Ry unless marked
R = 3.0 bohr: E_HF = -15.72449262 Ry, determinants 225, singles 16, doubles 76
  Ecorr/Ry CISD -0.04048963  CEPA(0) -0.04160227  QCISD -0.04049572
  Ecorr/Ry CCSD -0.04049523  FCI -0.04051604
  QCISD Ecorr = -0.55097 eV; QCISD-CCSD = -4.827e-07 Ry = -6.568e-06 eV
  minus FCI/Ry: CISD 2.641e-05 CEPA(0) -1.086e-03 QCISD 2.032e-05 CCSD 2.081e-05
  largest t1 0.03871: whole -7.253e-06 = Et -1.567e-03 + conn 1.560e-03 Ry
  largest t2 -0.11449: whole 2.893e-05 = Et 4.636e-03 + conn -4.607e-03 Ry
  largest doubles amplitude: QCISD -0.11449  CCSD t2 -0.11450  CCSD c2 -0.11449
R = 5.0 bohr: E_HF = -15.50545059 Ry, determinants 225, singles 16, doubles 76
  Ecorr/Ry CISD -0.12386399  CEPA(0) -0.22202622  QCISD -0.12389301
  Ecorr/Ry CCSD -0.12387858  FCI -0.12398108
  QCISD Ecorr = -1.68565 eV; QCISD-CCSD = -1.443e-05 Ry = -1.964e-04 eV
  minus FCI/Ry: CISD 1.171e-04 CEPA(0) -9.805e-02 QCISD 8.806e-05 CCSD 1.025e-04
  largest t1 0.13927: whole -3.222e-05 = Et -1.725e-02 + conn 1.722e-02 Ry
  largest t2 -0.21622: whole 5.696e-05 = Et 2.679e-02 + conn -2.673e-02 Ry
  largest doubles amplitude: QCISD -0.21622  CCSD t2 -0.21684  CCSD c2 -0.21623
Series at R = 5 bohr (Ry): order, QCISD, CCSD, exact
  2  -0.063559510  -0.063559510  -0.063559510
  3  -0.031725988  -0.031725988  -0.031725988
  4  -0.016157613  -0.016157613  -0.016183083
  5  -0.007462736  -0.007461655  -0.007483618
  E4 triples -2.547e-05 Ry; E5(CCSD)-E5(QCISD) 1.081e-06 Ry
  its connected part -9.078e-05 Ry, disconnected part 9.186e-05 Ry
E(CCSD without term)-E(CCSD)/Ry: order, coefficient(R=5), shift R=3, shift R=5
  energy  T1^2/2     5  -9.186e-05  -2.248e-05  -8.305e-04
  singles T1^2/2     7  -1.083e-05  -9.863e-06  -8.345e-04
  singles T1^3/6     9  1.708e-07  6.486e-08  2.367e-05
  doubles T1^2/2     6  -1.299e-05  1.447e-05  1.458e-04
  doubles T1T2       5  9.078e-05  1.806e-05  1.373e-03
  doubles T1^3/6     8  -5.448e-07  -2.102e-07  -7.062e-05
  doubles T1^2T2/2   7  -1.661e-06  -9.450e-07  -1.400e-04
  doubles T1^4/24   10  7.507e-09  8.134e-10  1.712e-06
  sum of the eight shifts: R=3 -9.114e-07 Ry, R=5 -3.310e-04 Ry
CI reading, E(without term)-E(CCSD)/Ry: shift R=3, shift R=5
  singles -C1^3/3   -6.273e-10  -1.764e-08
  doubles C1C2      -4.900e-07  -1.503e-05
  doubles -C1^3/3   7.869e-09  6.123e-07
  doubles -C1^4/12  -4.578e-12  -3.664e-10
Two electrons, R = 5 bohr: FCI -0.12336138 Ry, QCISD -0.12336138 Ry
  error/Ry: CEPA(0) -9.413e-02, +T1^2/2 singles 6.053e-04, +T1^2/2 doubles -1.386e-03
Pair: QCISD Ecorr/Ry A -0.03817780  B -0.00881348  AB -0.04699128
  QCISD-FCI for A 3.995e-06 Ry; determinants of AB 400
  E(AB)-E(A)-E(B)/Ry: QCISD -2.1e-14  CEPA(0) 7.0e-14  CISD 1.027e-03
  same, halved T1T2 2.418e-04 Ry, halved T2^2/2 3.262e-04 Ry
  same, orbitals rotated by 0.1 rad off HF 6.633e-04 Ry
  largest cross amplitude: QCISD 1.3e-17, FCI 2.834e-03
all assertions hold
```
